# Hönl–London factors of symmetric tops and parity rules for asymmetric tops

A freely rotating molecule in one rotational level can absorb or emit at several frequencies. The lines have different strengths, and some that the energies would permit are missing. Since a dipole is fixed in the molecule while the radiation field is fixed in space, an electric-dipole line strength is a squared body-fixed dipole component times a purely rotational factor, and that factor comes from the direction cosines between the two frames. How much strength does each line receive, and which lines receive none?

## 1. Frames and the rotor at rest

Let $R=R_z(\phi)R_y(\theta)R_z(\chi)$ carry body components $v$ of a vector into space components $V=Rv$. Spherical components in either frame are

$$v_0=v_z,\qquad v_{\pm1}=\mp(v_x\pm i v_y)/\sqrt2 .$$

The unit vectors $e_0=\hat z$, $e_{\pm1}=\mp(\hat x\pm i\hat y)/\sqrt2$ transform under rotation as the angular momentum states $|1q\rangle$, so $Re_q=\sum_p e_pD^1_{pq}$. Here

$$D^J_{MK}=\langle JM|e^{-i\phi J_z}e^{-i\theta J_y}e^{-i\chi J_z}|JK\rangle .$$

Because $v=\sum_q v_qe_q^*$ and $R$ is real, conjugation gives

$$V_p=\sum_q D^{1*}_{pq}\,v_q .$$

The $D^{1*}_{pq}$ are the direction cosines in spherical form.

The symmetric-top states are, for integer $J$,

$$\psi_{JKM}=\sqrt{\frac{2J+1}{8\pi^2}}\,D^{J*}_{MK}.$$

They vary as $e^{iM\phi}e^{iK\chi}$, so $M$ and $K$ are the projections on the space and body $z$ axes. The normalization follows from

$$\int dR\,D^{J'*}_{M'K'}D^J_{MK}=\frac{8\pi^2}{2J+1}\delta_{JJ'}\delta_{MM'}\delta_{KK'},\qquad dR=d\phi\,\sin\theta\,d\theta\,d\chi .$$

To prove this, set $X=\int dR\,D^{J'}(R)^\dagger Y D^J(R)$ for any matrix $Y$. Replacing $R$ by $RS$ leaves the integral unchanged, so $X$ commutes with rotations. It therefore vanishes for $J\ne J'$, since the two sides would have different $J^2$, and is a multiple of the identity for $J=J'$. Its trace is $8\pi^2\,{\rm Tr}\,Y$. Choosing $Y$ with a single unit element gives the result.

The simplest initial state is $\psi_{000}=1/\sqrt{8\pi^2}$. Then

$$D^{1*}_{pq}\psi_{000}=\psi_{1qp}/\sqrt3 .$$

Each $p$ contributes $1/3$, so the three together give strength 1, all of it to $J'=1$.

## 2. Any initial level

For general $J$, the product $D^1_{pq}D^J_{MK}$ is a matrix element of a rotation between product states. Inserting coupled states on both sides gives

$$D^1_{pq}D^J_{MK}=\sum_{J'}C^{J'M'}_{JM,1p}\,C^{J'K'}_{JK,1q}\,D^{J'}_{M'K'},$$

with $M'=M+p$, $K'=K+q$ and real Clebsch–Gordan coefficients $C$. Conjugating and using orthogonality,

$$\langle J'K'M'|D^{1*}_{pq}|JKM\rangle=\sqrt{\frac{2J+1}{2J'+1}}\;C^{J'M'}_{JM,1p}\,C^{J'K'}_{JK,1q}.$$

The definition of the 3j symbol is

$$C^{J'K'}_{JK,1q}=(-1)^{J-1+K'}\sqrt{2J'+1}\begin{pmatrix}J&1&J'\\K&q&-K'\end{pmatrix}.$$

The two phases multiply to $(-1)^{M'+K'}=(-1)^{M'-K'}$, hence

$$\langle J'K'M'|D^{1*}_{pq}|JKM\rangle=(-1)^{M'-K'}\sqrt{(2J+1)(2J'+1)}\begin{pmatrix}J&1&J'\\M&p&-M'\end{pmatrix}\begin{pmatrix}J&1&J'\\K&q&-K'\end{pmatrix}.$$

Without a field the $M$ states are degenerate, so the line strength is summed over $M$, $M'$ and $p$. Each coupled state $|J'M'\rangle$ is normalized, so $\sum_{M,p,M'}(C^{J'M'}_{JM,1p})^2=2J'+1$. This cancels the denominator:

$$S=(2J+1)|\mu_q|^2A_q,\qquad A_q(J,K\to J')=(2J'+1)\begin{pmatrix}J&1&J'\\K&q&-K'\end{pmatrix}^2 .$$

$A_q$ is the Hönl–London factor in the normalization used here. This $S$ belongs to one signed pair $K\to K'$. The states $\pm K$ of a symmetric top share an energy, and $A_{-q}(J,-K\to J')=A_q(J,K\to J')$ (see the closed forms below). A line between levels therefore collects both $K\to K'$ and $-K\to-K'$, and for $|\mu_{-q}|=|\mu_q|$ its strength is $2S$ unless $K=K'=0$. For a pure rotational line $\mu_q$ is the permanent dipole; for a vibrational band it is the vibrational transition dipole, with vibration–rotation coupling neglected.

A rigid symmetric top whose dipole lies on its axis has $q=0$ alone. The factors with $q=\pm1$ serve perpendicular bands, and they will be needed for the asymmetric top. A real dipole along $x$ has $|\mu_{+1}|^2=|\mu_{-1}|^2=\mu_x^2/2$, a factor $1/2$ that is kept outside $A_q$.

**Sum rule.** Since $A_q=(C^{J'K'}_{JK,1q})^2$ is the weight of the coupled state $J'$ in the normalized product state $|JK\rangle|1q\rangle$, completeness gives

$$\sum_{J'}A_q(J,K\to J')=1\quad\text{for each }q.$$

There is also a geometric proof: $\sum_p|D^1_{pq}|^2=1$ at every orientation, because $D^1$ is unitary. Rotation redistributes the strength of a body-fixed component among the final levels but cannot change its total. In a pure rotational spectrum with $q=0$ the term $J'=J$ returns to the initial level at zero frequency, so the observable lines carry only the remainder. The rule concerns strengths; measured intensities also carry frequency and population factors.

## 3. Closed forms and their limits

The weights can be found without a table of 3j symbols. Let $\mathbf J$ and a spin $\mathbf s$ with $s=1$ be ordinary commuting angular momenta acting on $|JK\rangle|1q\rangle$, and let $L=\mathbf J\cdot\mathbf s$. From $\mathbf J'^2=\mathbf J^2+2+2L$, its eigenvalues are

$$\lambda=J,\;-1,\;-(J+1)\quad\text{for}\quad J'=J+1,\;J,\;J-1,$$

called the R, Q and P branches. For $J>0$, the polynomial in $L$ that vanishes at two eigenvalues isolates the third weight:

$$A_R=\frac{\langle(L+1)(L+J+1)\rangle}{(J+1)(2J+1)},\quad
A_Q=-\frac{\langle(L-J)(L+J+1)\rangle}{J(J+1)},\quad
A_P=\frac{\langle(L-J)(L+1)\rangle}{J(2J+1)}.$$

Two averages are needed. Write $L=J_zs_z+\tfrac12(J_+s_-+J_-s_+)$. Only the first term is diagonal, so $\langle L\rangle=Kq$. The average $\langle L^2\rangle$ is the squared norm of $L|JK\rangle|1q\rangle$. The spin ladder elements are $\sqrt2$, so each ladder term has squared prefactor $1/2$.

For $q=0$ both ladder terms contribute:

$$\langle L^2\rangle=\tfrac12[J(J+1)-K(K+1)]+\tfrac12[J(J+1)-K(K-1)]=J(J+1)-K^2 .$$

With $\langle L\rangle=0$, the three numerators are

- R: $\langle L^2\rangle+J+1=(J+1)^2-K^2$;
- Q: $\langle L^2\rangle-J(J+1)=-K^2$;
- P: $\langle L^2\rangle-J=J^2-K^2$.

Therefore

$$A_R=\frac{(J+1)^2-K^2}{(J+1)(2J+1)},\quad A_Q=\frac{K^2}{J(J+1)},\quad A_P=\frac{J^2-K^2}{J(2J+1)}.$$

For $q=\pm1$ put $k=qK$. One ladder term survives, and

$$\langle L\rangle=k,\qquad \langle L^2\rangle=k^2+\tfrac12[J(J+1)-k(k+1)]=\tfrac12[J(J+1)+k^2-k].$$

The numerators become

- R: $\langle L^2\rangle+(J+2)k+J+1=\tfrac12[(J+k)^2+3(J+k)+2]$;
- Q: $\langle L^2\rangle+k-J(J+1)=-\tfrac12(J-k)(J+k+1)$;
- P: $\langle L^2\rangle+(1-J)k-J=\tfrac12[(J-k)^2-(J-k)]$.

Factoring the first and last gives

$$A_R=\frac{(J+1+k)(J+2+k)}{2(J+1)(2J+1)},\quad
A_Q=\frac{(J-k)(J+1+k)}{2J(J+1)},\quad
A_P=\frac{(J-k)(J-1-k)}{2J(2J+1)}.$$

For $J=0$ only $J'=1$ exists. The R formulas then give 1, as in the rotor at rest, and the Q and P factors are zero.

A second limit is classical. The squared cosine between $\mathbf J$ and the body axis is $K^2/[J(J+1)]$, which is $A_Q$ for $q=0$. It measures the part of an axial dipole that does not precess. In a pure rotational spectrum this part gives no line, since neither $J$ nor $K$ changes; in a parallel vibrational band it gives the Q branch. At fixed $K$ and large $J$, $A_Q$ vanishes and $A_R$ and $A_P$ both tend to $1/2$.

For $J=2$, $K=1$ the formulas give:

| $q$ | R | Q | P |
|---|---|---|---|
| $-1$ | 0.200 | 0.500 | 0.300 |
| $0$ | 0.533 | 0.167 | 0.300 |
| $+1$ | 0.667 | 0.333 | 0 |

Each row adds to 1. The zero occurs because $K'=2$ cannot fit into $J'=1$.

## 4. Removing the symmetry axis

Let $A>B>C$ be the rotational constants about the principal axes $a,b,c$, and choose $z=a$, $x=b$, $y=c$. With angular momentum in units of $\hbar$ and energies divided by $h$,

$$H=AP_a^2+BP_b^2+CP_c^2,$$

where $P_n$ are the body components of angular momentum. Their matrices must be taken in the phase convention of $\psi_{JKM}$, because a wrong sign of the term in $J_+^2+J_-^2$ below would exchange $B$ and $C$. Define $P_n$ by $e^{i\epsilon P_n}\psi(R)=\psi(RS)$, with $S$ a rotation by $\epsilon$ about body axis $n$. From $D^J(RS)=D^J(R)D^J(S)$,

$$\psi_{JKM}(RS)=\sum_{K'}\psi_{JK'M}(R)\,D^{J*}_{K'K}(S),\qquad D^{J*}(S)=e^{i\epsilon J_n^*}.$$

Thus $P_n$ has the matrix $J_n^*$: the usual one for $x$ and $z$, and minus the usual one for $y$. The squares in $H$ are unaffected, so

$$H=\frac{B+C}{2}\mathbf J^2+\Big(A-\frac{B+C}{2}\Big)J_z^2+\frac{B-C}{4}(J_+^2+J_-^2)$$

with the usual matrices. $K$ is no longer conserved, but it changes by two at a time.

What survives is the set of half-turns $C_n$, $(C_n\psi)(R)=\psi(RS_n)$, with $S_n$ a rotation by $\pi$ about body axis $n$. A half-turn reverses two of the $P$'s and leaves their squares alone, so it commutes with $H$. For integer $J$ the half-turns commute, square to 1 and satisfy $C_b=C_aC_c$.

**Labels.** $C_a$ multiplies $|JK\rangle$ by $(-1)^K$. $C_b$ takes $|JK\rangle$ to $(-1)^J|J,-K\rangle$: if spin $J$ is built from $2J$ spins one-half, each is flipped with the same factor $\pm i$, and $(\pm i)^{2J}=(-1)^J$. The combinations $|JK\rangle\pm|J,-K\rangle$ with $K$ of one parity therefore form blocks of definite half-turn characters.

In each block $H$ is tridiagonal. For $B>C$ its off-diagonal elements are nonzero, so the first component of an eigenvector determines all the others, and no eigenvalue is repeated. At $B=C$ the diagonal elements differ because their $K^2$ differ. Each level can thus be followed within its block from $B=C$ to $B=A$, with $A>C$ held fixed.

At $B=C$ the top is symmetric about $a$, and $K_a$ is the value of $|P_a|$. At $B=A$ it is symmetric about $c$, and $K_c$ is the value of $|P_c|$. The characters cannot change along the path, so the level $J_{K_aK_c}$ has

$$C_a=(-1)^{K_a},\qquad C_c=(-1)^{K_c},\qquad C_b=(-1)^{K_a+K_c}.$$

The labels are not conserved projections at intermediate $B$, but their parities remain exact for this Hamiltonian.

**Selection rules.** The direction cosine between space axis $F$ and body axis $\alpha$ is $\Phi_{F\alpha}=R_{F\alpha}$. Replacing $R$ by $RS_n$ leaves it unchanged if $\alpha=n$ and reverses it otherwise. Inserting $C_n$ into a matrix element gives

$$\langle f|\Phi_{F\alpha}|i\rangle=c_n^{f}c_n^{i}\,\eta_{n\alpha}\,\langle f|\Phi_{F\alpha}|i\rangle,$$

where $c_n^f,c_n^i$ are the characters and $\eta_{n\alpha}=+1$ for $n=\alpha$, $-1$ otherwise. A nonzero element needs a total sign of $+1$. Applying this with $n=a$ and then $n=c$:

| dipole component | $\Delta K_a$ | $\Delta K_c$ |
|---|---|---|
| $a$ | even | odd |
| $b$ | odd | odd |
| $c$ | odd | even |

The half-turn about $b$ adds nothing new, being the product of the other two. An (even, even) change is forbidden for every component. These rules are necessary, not sufficient: the dipole component must exist, and $\Delta J=0,\pm1$ with no $0\to0$ still holds. A static electric field adds direction cosines to $H$. Each is odd under two half-turns, so the field can mix the classes and an (even, even) line can appear. If the dipole lies along one principal axis, the half-turn about that axis still commutes with $H$ and the parity rule it gives survives; if the dipole has components along two or more axes, no half-turn commutes with $H$.

Let $S_\alpha$ be the sum of $|\langle f|\Phi_{F\alpha}|i\rangle|^2$ over $M$, $M'$ and $F$. Each pair of levels admits at most one component, so the line strength is $\mu_\alpha^2S_\alpha$ without interference between components. Since $\sum_F\Phi_{F\alpha}^2=1$, completeness gives the asymmetric-top sum rule $\sum_fS_\alpha=2J+1$.

## 5. A model top, starting from $1_{01}$

Take $A=90$, $B=60$, $C=40$ GHz. The level $1_{01}$ is the state $J=1$, $K=0$, with energy $B+C=100$ GHz. Its transitions are:

| final level | $E'-E$ (GHz) | nonzero strength |
|---|---|---|
| $0_{00}$ | $-100.00$ | $S_a=1.0000$ |
| $1_{11}$ | $+30.00$ | $S_c=1.5000$ |
| $1_{10}$ | $+50.00$ | $S_b=1.5000$ |
| $2_{02}$ | $+192.82$ | $S_a=1.9177$ |
| $2_{12}$ | $+210.00$ | $S_b=1.5000$ |
| $2_{11}$ | $+270.00$ | $S_c=1.5000$ |
| $2_{21}$ | $+360.00$ | none |
| $2_{20}$ | $+367.18$ | $S_a=0.0823$ |

The negative sign denotes emission. The line to $2_{02}$ lies at 192.82 GHz, or 6.432 cm$^{-1}$. The line to $2_{21}$ is missing because its label changes are (even, even).

The two uneven $a$-type strengths can be computed by hand. In the basis $|20\rangle$, $(|22\rangle+|2,-2\rangle)/\sqrt2$, the diagonal elements of $H$ are

$$3(B+C)=300\ \text{GHz},\qquad 4A+(B+C)=460\ \text{GHz}.$$

The off-diagonal element is $\sqrt2\,\frac{B-C}{4}\sqrt{6\cdot4}=34.64$ GHz. The eigenvalues are

$$380\mp\sqrt{80^2+34.64^2}=380\mp87.18\ \text{GHz},$$

that is, 292.82 and 467.18 GHz. The lower state contains $|20\rangle$ with weight $\tfrac12(1+80/87.18)=0.9588$.

An $a$ dipole has $q=0$, so it reaches only the $|20\rangle$ part. Before mixing, the strength is $3A_R=3\cdot\frac{4}{2\cdot3}=2$. It is divided into $2(0.9588)=1.918$ for $2_{02}$ and the remaining $0.082$ for $2_{20}$. As $B\to C$ the off-diagonal element vanishes, and the weak line disappears as the symmetric-top rule $\Delta K=0$ requires.

The $b$ and $c$ strengths follow from $q=\pm1$. Each $q$ carries half the squared dipole, and $A_Q=A_R=1/2$ for $J=1$, $K=0$. The total for each $J'=1,2$ is therefore $3\cdot\frac12(\frac12+\frac12)=1.5$, and the parity rules send all of it to one level of each pair. For every component the strengths add to $2J+1=3$:

$$1+1.9177+0.0823=3,\qquad 1.5+1.5=3,\qquad 1.5+1.5=3 .$$

The numerical check compares the 3j matrix elements and strengths with direct integration over Euler angles for $J\le3$. Using the 3j expressions for initial levels through $J=5$ of this model top, it finds every parity-forbidden strength below $10^{-20}$, in units of the squared dipole component, while the largest allowed ones are 9.08, 5.34 and 8.88 for $a$, $b$ and $c$.

## Computed values

```
Largest quadrature error, direction cosines (J<=3): 3.0e-15
Largest quadrature error, asymmetric strengths (J<=3): 6.7e-15
<J=3,K=1,M=0|cos(theta)|J=2,K=1,M=0> by quadrature = 0.478091
same element from 3j symbols = 0.478091
Symmetric-top factors for J=2, K=1 (dimensionless):
q=-1: R=0.200000 Q=0.500000 P=0.300000 sum=1.000000
q=+0: R=0.533333 Q=0.166667 P=0.300000 sum=1.000000
q=+1: R=0.666667 Q=0.333333 P=0.000000 sum=1.000000
Model constants: A=90.0 GHz, B=60.0 GHz, C=40.0 GHz
Asymmetric-top levels J_KaKc, energy/h:
0_00: 0.0000 GHz
1_01: 100.0000 GHz
1_11: 130.0000 GHz
1_10: 150.0000 GHz
2_02: 292.8220 GHz
2_12: 310.0000 GHz
2_11: 370.0000 GHz
2_21: 460.0000 GHz
2_20: 467.1780 GHz
From 1_01: final level, (E'-E)/h, S_a, S_b, S_c (S in mu_component^2):
0_00: -100.0000 GHz, 1.000000, 0.000000, 0.000000
1_11: +30.0000 GHz, 0.000000, 0.000000, 1.500000
1_10: +50.0000 GHz, 0.000000, 1.500000, 0.000000
2_02: +192.8220 GHz, 1.917663, 0.000000, 0.000000
2_12: +210.0000 GHz, 0.000000, 1.500000, 0.000000
2_11: +270.0000 GHz, 0.000000, 0.000000, 1.500000
2_21: +360.0000 GHz, 0.000000, 0.000000, 0.000000
2_20: +367.1780 GHz, 0.082337, 0.000000, 0.000000
Sum over final levels S_a, S_b, S_c: 3.000000, 3.000000, 3.000000
1_01 -> 2_02: 192.8220 GHz = 6.43185 cm^-1
Largest S_a, S_b, S_c by parity of (dKa, dKc), initial J<=5:
(even, even): 9.064e-23, 2.366e-30, 3.390e-28
(even, odd): 9.081e+00, 7.456e-28, 1.769e-30
(odd, even): 7.227e-30, 3.317e-21, 8.882e+00
(odd, odd): 8.436e-28, 5.337e+00, 2.665e-21
```
